**Zero-failure limits for one billion contacts**

The program tests the upper limit $p_U=1-\alpha^{1/n}\simeq L/n$, where $n$ is the number of independent contacts inspected without a failure, $\alpha$ is the allowed error rate and $L=-\ln\alpha$. For $n=10^9$ and $\alpha=0.05$, the output gives 2.9957 failures per billion. It asserts agreement with a root of the binomial sum and with 200,000 random experiments, of which a fraction 0.0494 had no failure. It also asserts the bounds on $L/n$ and the coverage of the complete rule for 40 contacts, where the lowest coverage found is 0.9500. Further assertions test unequal failure probabilities, two Bayesian limits, imperfect capture, runs of failures and the many-field expansion. With each effect taken alone, the limit becomes 3.329 per billion for 90 percent capture, 3.745 for runs with continuation probability 0.2, and 14.91 for the population mean when all contacts lie in one field. A product hole diameter 0.5 nm below that of the test holes raises the limit to 9.47 per billion in the assumed exponential model.

## Check in Python

```python
"""
Result under test: if n independent contacts show no failure, the one-sided
upper limit on the failure probability at confidence 1-alpha is
    p_U = 1 - alpha**(1/n), close to L/n with L = -ln(alpha).
For n = 1e9 and alpha = 0.05 this is close to 3 failures per billion.

Symbols: n inspected contacts; p failure probability per contact;
alpha allowed error rate of the limit; eta capture probability of a failure;
c probability that a failed contact is followed by another failed contact;
F number of fields, each with its own random failure rate;
CD critical dimension (hole diameter). ppb means failures per 1e9 contacts.
The process parameters are round model values in a rough typical regime.
"""
import math
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfinv

n = 10**9
alpha = 0.05
L = -math.log(alpha)
ppb = 1e9


def zero_limit(count, error=alpha):
    return -math.expm1(math.log(error) / count)


def binomial_cdf(k, count, p):
    return sum(math.comb(count, j) * p**j
               * math.exp((count - j) * math.log1p(-p))
               for j in range(k + 1))


def upper_limit(k, count):
    """Upper limit after k failures, from the explicit binomial sum."""
    if k == count:
        return 1.0
    top = min(count * (1 - 1e-12), 60.0 + 4 * k)
    root = brentq(lambda x: binomial_cdf(k, count, x / count) - alpha,
                  1e-12, top)
    return root / count


p_U = zero_limit(n)

# The limit against a root of the binomial sum and random experiments.
assert abs(upper_limit(0, n) / p_U - 1) < 1e-8
rng = np.random.default_rng(12345)
trials = 200000
clean_fraction = np.mean(rng.binomial(n, p_U, size=trials) == 0)
sampling_error = math.sqrt(alpha * (1 - alpha) / trials)
assert abs(clean_fraction - alpha) < 4 * sampling_error

# Bounds on the rule of three, in high precision.
mp.mp.dps = 50
for count in (5, 100, n):
    u = -mp.log(mp.mpf("0.05")) / count
    exact = 1 - mp.mpf("0.05") ** (mp.mpf(1) / count)
    assert u - u**2 / 2 < exact < u
relative_excess = float(u / exact - 1)
assert abs(relative_excess / (L / (2 * n)) - 1) < 1e-6

# Coverage of the complete rule, over all possible failure counts.
small_n = 40
limits = np.array([upper_limit(k, small_n) for k in range(small_n + 1)])
assert np.all(np.diff(limits) > 0)


def coverage(p):
    return sum(math.comb(small_n, k) * p**k * (1 - p)**(small_n - k)
               for k in range(small_n + 1) if limits[k] >= p)


p_grid = np.concatenate([np.linspace(0.001, 0.999, 1500),
                         limits[:-1] + 1e-9])
lowest_coverage = min(coverage(p) for p in p_grid)
assert lowest_coverage >= 1 - alpha - 1e-9
assert abs(coverage(limits[0] + 1e-9) - (1 - alpha)) < 1e-6
# The derivative of the cumulative probability with respect to p.
k, p, h = 3, 0.11, 1e-5
slope = (binomial_cdf(k, small_n, p + h)
         - binomial_cdf(k, small_n, p - h)) / (2 * h)
formula = (-small_n * math.comb(small_n - 1, k) * p**k
           * (1 - p)**(small_n - 1 - k))
assert abs(slope / formula - 1) < 1e-6

# Unequal independent probabilities make a clean result less likely.
for spread in (0.2, 1.0, 2.0):
    p_i = np.minimum(0.003 * np.exp(spread * rng.normal(size=1000)), 0.9)
    assert np.prod(1 - p_i) < (1 - p_i.mean())**1000

# Bayesian limits from quadrature of the posterior.
q = zero_limit(51)
inside = quad(lambda x: (1 - x)**50, 0, q)[0]
total = quad(lambda x: (1 - x)**50, 0, 1)[0]
assert abs(inside / total - 0.95) < 1e-10
jeffreys_mean = float(erfinv(1 - alpha))**2
count = 1000
# With p = t*t the integrable singularity of the prior disappears.
density = lambda t: (1 - t * t)**(count - 0.5)
edge = math.sqrt(jeffreys_mean / count)
inside = quad(density, 0, edge)[0]
total = inside + quad(density, edge, 0.3)[0]  # the tail beyond is negligible
assert abs(inside / total - 0.95) < 1e-3  # finite-count correction

# Imperfect capture: sum over the number of hidden failures.
eta = 0.9
p = 0.07
hidden_sum = sum(math.comb(30, j) * p**j * (1 - p)**(30 - j)
                 * (1 - eta)**j for j in range(31))
assert abs(hidden_sum - (1 - eta * p)**30) < 1e-13
capture_limit = p_U / eta

# Neighbouring failures: a two-state Markov chain along the contacts.
c = 0.2
mean_run = sum(j * c**(j - 1) * (1 - c) for j in range(1, 100))
assert abs(mean_run - 1 / (1 - c)) < 1e-12
chain_n = 10**6
p = L / (chain_n * (1 - c))
start = p * (1 - c) / (1 - p)
transition = np.array([[1 - start, start], [1 - c, c]])
values, vectors = np.linalg.eig(transition.T)
stationary = np.real(vectors[:, np.argmax(values.real)])
stationary /= stationary.sum()
assert abs(stationary[1] / p - 1) < 1e-7
chain_clean = stationary[0] * transition[0, 0]**(chain_n - 1)
assert abs(chain_clean / alpha - 1) < 1e-4
run_limit = L / (n * (1 - c))

# Field-to-field CD variation gives a lognormal failure rate.
cd_sigma = 0.5       # nm
decade_length = 1.0  # nm of CD per factor of ten in failure rate
s = math.log(10) * cd_sigma / decade_length
z = np.linspace(-10, 14, 6001)
weight = np.exp(-z**2 / 2) / math.sqrt(2 * math.pi) * (z[1] - z[0])
rate = np.exp(s * z - s**2 / 2)  # relative to the population mean
variance = np.sum(weight * (rate - 1)**2)
assert abs(np.sum(weight * rate) - 1) < 1e-10
assert abs(variance / math.expm1(s**2) - 1) < 1e-9


def field_factor(fields):
    """Limit on the population mean rate, divided by L/n."""
    def mismatch(r):
        loss = np.sum(weight * -np.expm1(-r * L / fields * rate))
        return fields * math.log1p(-loss) + L
    return brentq(mismatch, 0.5, 1000, xtol=1e-12)


def many_field_factor(fields):
    return 1 + L * variance / (2 * fields)


error_1000 = abs(field_factor(1000) - many_field_factor(1000))
error_10000 = abs(field_factor(10000) - many_field_factor(10000))
assert error_1000 < 1e-4
assert 50 < error_1000 / error_10000 < 150  # next term falls as 1/F**2
fields = 100
factor_100 = field_factor(fields)
factor_1 = field_factor(1)
assert factor_1 > factor_100 > 1

# Product holes smaller than the inspected holes.
cd_offset = 0.5  # nm
offset_factor = 10**(cd_offset / decade_length)

# Consequences for yield and for the size of a demonstration.
target = 1e-10
needed = math.ceil(math.log(alpha) / math.log1p(-target))
assert zero_limit(needed) <= target * (1 + 1e-12)
assert zero_limit(int(needed * 0.999)) > target


def all_good(p, contacts):
    return math.exp(contacts * math.log1p(-p))


pitch = 40.0  # nm
area_mm2 = n * pitch**2 * 1e-12
p_pass95 = zero_limit(n, 0.95)
assert abs(np.mean(rng.binomial(n, p_pass95, size=trials) == 0)
           - 0.95) < 4 * sampling_error

print(f"inspected contacts n: {n:.0e}")
print(f"allowed error rate alpha: {alpha:.2f}")
print(f"L = -ln(alpha): {L:.4f}")
print(f"upper limit p_U, no failure: {p_U * ppb:.4f} ppb")
print(f"relative excess of L/n over p_U: {relative_excess:.3e}")
print(f"random experiments at p = p_U: {trials}")
print(f"fraction of them with no failure: {clean_fraction:.4f}")
print(f"lowest coverage found, n = {small_n}: {lowest_coverage:.4f}")
print(f"upper limit after one failure: {upper_limit(1, n) * ppb:.3f} ppb")
print(f"uniform-prior 95% limit: {zero_limit(n + 1) * ppb:.4f} ppb")
print(f"Jeffreys-prior 95% limit: {jeffreys_mean / n * ppb:.4f} ppb")
print(f"array pitch: {pitch:.0f} nm")
print(f"inspected array area: {area_mm2:.2f} mm2")
print(f"all-good probability at p_U, 1e7 contacts: {all_good(p_U, 1e7):.4f}")
print(f"all-good probability at p_U, 1e8 contacts: {all_good(p_U, 1e8):.4f}")
print(f"all-good probability at p_U, 1e9 contacts: {all_good(p_U, 1e9):.4f}")
print(f"target failure probability: {target * ppb:.2f} ppb")
print(f"clean contacts needed for target: {needed:.4e}")
print(f"chance of clean test at p = 1 ppb: {all_good(1e-9, n):.4f}")
print(f"p giving 95% chance of clean test: {p_pass95 * ppb:.4f} ppb")
print(f"capture probability eta: {eta:.2f}")
print(f"limit with imperfect capture: {capture_limit * ppb:.3f} ppb")
print(f"run continuation probability c: {c:.2f}")
print(f"mean length of a failed run: {mean_run:.3f} contacts")
print(f"limit with failed runs: {run_limit * ppb:.3f} ppb")
print(f"field CD standard deviation: {cd_sigma:.2f} nm")
print(f"CD change per decade of failure rate: {decade_length:.2f} nm")
print(f"log-rate standard deviation s: {s:.4f}")
print(f"relative variance of field rate: {variance:.3f}")
print(f"number of fields F: {fields}")
print(f"population limit, {fields} fields: {factor_100 * L / n * ppb:.3f} ppb")
print(f"many-field formula, {fields} fields: "
      f"{many_field_factor(fields) * L / n * ppb:.3f} ppb")
print(f"population limit, one field: {factor_1 * L / n * ppb:.2f} ppb")
print(f"product CD below test CD by: {cd_offset:.2f} nm")
print(f"failure-rate factor from CD offset: {offset_factor:.3f}")
print(f"limit carried to product CD: {p_U * offset_factor * ppb:.2f} ppb")
print("tests ok")
```

Printed output:

```
inspected contacts n: 1e+09
allowed error rate alpha: 0.05
L = -ln(alpha): 2.9957
upper limit p_U, no failure: 2.9957 ppb
relative excess of L/n over p_U: 1.498e-09
random experiments at p = p_U: 200000
fraction of them with no failure: 0.0494
lowest coverage found, n = 40: 0.9500
upper limit after one failure: 4.744 ppb
uniform-prior 95% limit: 2.9957 ppb
Jeffreys-prior 95% limit: 1.9207 ppb
array pitch: 40 nm
inspected array area: 1.60 mm2
all-good probability at p_U, 1e7 contacts: 0.9705
all-good probability at p_U, 1e8 contacts: 0.7411
all-good probability at p_U, 1e9 contacts: 0.0500
target failure probability: 0.10 ppb
clean contacts needed for target: 2.9957e+10
chance of clean test at p = 1 ppb: 0.3679
p giving 95% chance of clean test: 0.0513 ppb
capture probability eta: 0.90
limit with imperfect capture: 3.329 ppb
run continuation probability c: 0.20
mean length of a failed run: 1.250 contacts
limit with failed runs: 3.745 ppb
field CD standard deviation: 0.50 nm
CD change per decade of failure rate: 1.00 nm
log-rate standard deviation s: 1.1513
relative variance of field rate: 2.764
number of fields F: 100
population limit, 100 fields: 3.113 ppb
many-field formula, 100 fields: 3.120 ppb
population limit, one field: 14.91 ppb
product CD below test CD by: 0.50 nm
failure-rate factor from CD offset: 3.162
limit carried to product CD: 9.47 ppb
tests ok
```
